\section*{Exponentially fitted finite-volume fluxes for one-dimensional reactor transport}

\section{A negative concentration in a purge line}

Purge gas flows at $u=0.2$ m/s through a line of length $L=0.1$ m. At the downstream end the gas contains a precursor at $1$ mmol/m$^3$, which diffuses upstream with $D=5\times10^{-4}$ m$^2$/s. The upstream end is clean. On ten equal cells, central differencing gives $-0.333$ mmol/m$^3$ at $x=0.09$ m. The transport equation itself gives $+0.0183$ there. Upwind differencing gives $0.200$, which is positive but eleven times too large. Both errors come from the way the flux between two neighbouring nodes is written, and both can be seen with a single unknown.

The model is an isothermal duct with a dilute precursor whose concentration $c(x)$ is averaged over the cross-section. The flux $J$, positive towards larger $x$, and the steady balance are
\begin{equation}
J=uc-D\frac{dc}{dx},\qquad \frac{dJ}{dx}+kc=s, \label{model}
\end{equation}
with $D>0$, loss rate $k\ge0$ and source $s\ge0$. The velocity $u$ may have either sign. In the purge line $k=s=0$.

\section{One unknown, by hand}

Take two cells of width $h$, with $c_0=0$, $c_1$ unknown and $c_2=c_{\rm end}$. Each scheme considered here writes the flux from a left node to a right node as
\begin{equation}
F=a\,c_{\rm left}-b\,c_{\rm right}. \label{ab}
\end{equation}
Without loss or source, the flux entering the volume around node 1 equals the flux leaving it:
\begin{equation}
a\cdot0-b\,c_1=a\,c_1-b\,c_{\rm end}
\quad\Longrightarrow\quad
\frac{c_1}{c_{\rm end}}=\frac{b}{a+b}. \label{one}
\end{equation}
The cell Peclet number $P=uh/D$ compares convection with diffusion over one cell. Central differencing uses $F=u(c_{\rm left}+c_{\rm right})/2-D(c_{\rm right}-c_{\rm left})/h$, so
\begin{equation}
a=\frac Dh\left(1+\frac P2\right),\quad b=\frac Dh\left(1-\frac P2\right),\quad
\frac{c_1}{c_{\rm end}}=\frac{1-P/2}{2}.
\end{equation}
At $P=4$ the ratio is $-1/2$. The coefficient $b$ has become negative: more precursor on the right then increases the flux to the right, the opposite of diffusion. Upwinding for $u>0$ uses $a=(D/h)(1+P)$ and $b=D/h$, which gives $1/(2+P)=1/6$.

The differential equation fixes what the ratio should be. For constant $u\neq0$ and $D$, its solution with $c(0)=0$ is proportional to $e^{ux/D}-1$. Hence
\begin{equation}
\frac{c_1}{c_{\rm end}}=\frac{e^P-1}{e^{2P}-1}=\frac{1}{e^P+1}.
\end{equation}
Comparison with (\ref{one}), whose right side is $1/(a/b+1)$, shows that the coefficients must satisfy $a/b=e^P$. A uniform concentration must also be carried with flux $uc$, so $a-b=u$. These two conditions determine $a$ and $b$.

\section{The flux from the equation inside a cell}

The same coefficients follow without guessing from the solution between two nodes. Let $F$ be constant in the cell and $u\neq0$. From $uc-Dc'=F$,
\begin{equation}
\frac{d}{dx}\left(c-\frac Fu\right)=\frac uD\left(c-\frac Fu\right).
\end{equation}
Integrating over the cell multiplies the bracket by $e^P$:
\begin{align}
c_{\rm right}-\frac Fu&=e^P\left(c_{\rm left}-\frac Fu\right),\\
\frac Fu(e^P-1)&=e^Pc_{\rm left}-c_{\rm right}.
\end{align}
Define $B(z)=z/(e^z-1)$ with $B(0)=1$. Since $u=DP/h$ and $B(-P)=Pe^P/(e^P-1)$,
\begin{equation}
F=\frac Dh\left[B(-P)c_{\rm left}-B(P)c_{\rm right}\right]. \label{flux}
\end{equation}
Thus $a=(D/h)B(-P)$ and $b=(D/h)B(P)$. For $u=0$ the formula gives Fick's law, $F=D(c_{\rm left}-c_{\rm right})/h$. Numerical integration of $c'=(uc-F)/D$ across a cell, for four values of $P$ including zero and a negative one, tests (\ref{flux}).

The numerator and denominator of $B$ have the same sign, so $B>0$ and both coefficients are positive at every finite $P$. Moreover,
\begin{equation}
B(-P)-B(P)=\frac{P(e^P-1)}{e^P-1}=P, \label{difference}
\end{equation}
which confirms $a-b=u$. The sum is
\begin{equation}
B(-P)+B(P)=P\,\frac{e^P+1}{e^P-1}=P\coth\frac P2 .
\end{equation}
Solving for $a$ and $b$ from their sum and difference turns (\ref{flux}) into
\begin{equation}
F=u\frac{c_{\rm left}+c_{\rm right}}2-D^*\frac{c_{\rm right}-c_{\rm left}}h,
\qquad D^*=D\frac P2\coth\frac P2. \label{dstar}
\end{equation}
The fitted flux is therefore a central flux with a larger diffusivity. For small $P$, $D^*/D\simeq1+P^2/12$, and central differencing is recovered. For large $|P|$, $D^*\simeq|u|h/2$, and the flux becomes the upstream value times $u$.

In the purge line $h=0.01$ m, $P=0.2\times0.01/(5\times10^{-4})=4$ and $D/h=0.05$ m/s. The coefficients are $b=0.003731$ m/s and $a=0.203731$ m/s, which differ by $u$ as required. The ratio $D^*/D$ is $2.07$. Central differencing has $1$ in its place, and upwinding has $1+P/2=3$. For the two-cell problem at $P=4$, (\ref{one}) now gives
\begin{equation}
\frac{c_1}{c_{\rm end}}=\frac{0.003731}{0.203731+0.003731}=0.0180 .
\end{equation}

\section{Reading the ten-cell profiles}

On $N$ equal cells with constant coefficients, the balance at node $i$ is
\begin{equation}
a(c_i-c_{i-1})=b(c_{i+1}-c_i).
\end{equation}
Successive differences grow by the factor $r=a/b$. Summing this geometric series from $c_0=0$ and scaling it to $c_N=c_{\rm end}$ gives, for $b\ne0$ and $r^N\ne1$,
\begin{equation}
c_i=c_{\rm end}\frac{r^i-1}{r^N-1}. \label{geometric}
\end{equation}
At $P=4$, $r=-3$ for central differencing, $r=5$ for upwinding and $r=e^4$ for the fitted flux. The opening number is
\begin{equation}
\frac{(-3)^9-1}{(-3)^{10}-1}=\frac{-19684}{59048}=-0.333 .
\end{equation}
For any $P>2$ the central ratio satisfies $r<-1$. The numerator and denominator of (\ref{geometric}) then have opposite signs at $i=N-1$, whether $N$ is even or odd. In this problem the last interior value is therefore negative however many cells are used, as long as $P>2$.

Upwinding keeps $r$ positive but replaces $e^P$ by $1+P$, an error that is compounded from cell to cell. At $x=0.05$ m it gives $3.2\times10^{-4}$ mmol/m$^3$, against $2.1\times10^{-9}$ from the analytic solution. A purge designed from the upwind result would appear to protect the middle of the line about $10^5$ times less well than this model says.

The fitted profile agrees with the analytic one to a relative error of $7\times10^{-15}$ at every interior node. Its flux through the first cell is $-bc_1=-8.5\times10^{-19}$ mmol/(m$^2$ s), the value of the analytic expression $-uc_{\rm end}/(e^{uL/D}-1)$. The minus sign means upstream transport. This agreement concerns the one-dimensional equation. A real line has slower gas near its walls, which the model leaves out, and an exponentially small flux is sensitive to such omissions.

\section{The general scheme and nodal exactness}

Let the nodes be $x_0<\dots<x_{n+1}$. Cell $i$ lies between $x_i$ and $x_{i+1}$ and has width $h_i$, velocity $u_i$, diffusivity $D_i$ and $P_i=u_ih_i/D_i$. Its flux is $F_i=a_ic_i-b_ic_{i+1}$, with coefficients from (\ref{flux}). The control volume of an interior node extends to the midpoints of the adjacent cells, so $V_i=(h_{i-1}+h_i)/2$ and
\begin{equation}
F_i-F_{i-1}+\ell_ic_i=q_i,\qquad \ell_i=k_iV_i,\quad q_i=s_iV_i. \label{balance}
\end{equation}

Suppose that $k=s=0$, that $u$ and $D$ are constant inside each cell, and that the end concentrations are given. The continuous solution has one flux $J$ throughout. Formula (\ref{flux}) was obtained by solving the equation with constant flux, so inserting the true nodal values returns $F_i=J$ in every cell. All balances (\ref{balance}) are then satisfied. The discrete solution is unique, as the elimination below shows, so it consists of the true nodal values. Equal cells are not needed, and $u$ and $D$ may jump at nodes provided that $c$ and $J$ are continuous there. A five-cell duct with three zones, one of them with reversed flow, tests this against quadrature; the largest error is $3\times10^{-15}$ for end values of 1 and 0.2.

The statement concerns nodal values. A straight line drawn between them does not reproduce an exponential layer inside a cell.

\subsection{A constant source}

Let $s$, $u\neq0$ and $D$ be constant and $k=0$. A particular solution is $c=sx/u$, since its convective flux is $sx$ and its diffusive flux is constant. Its fitted flux, by (\ref{difference}), is
\begin{align}
F_i&=\frac{D}{h_i}\frac su\left[(B(P_i)+P_i)x_i-B(P_i)(x_i+h_i)\right]\nonumber\\
&=s\,x_i-\frac{sD}{u}B(P_i).
\end{align}
Nodal exactness therefore requires the right side of (\ref{balance}) to be $s\omega_i$, where
\begin{align}
\omega_i&=h_{i-1}+\frac Du\left[B(P_{i-1})-B(P_i)\right]\nonumber\\
&=\frac Du\left[B(-P_{i-1})-B(P_i)\right]. \label{weight}
\end{align}
The second line uses $h_{i-1}=(D/u)P_{i-1}$. On a uniform mesh the first line gives $\omega_i=h=V_i$, and the ordinary scheme is exact. On unequal cells $\omega_i$ and $V_i$ generally differ.

The weights are positive. For $z>0$, $e^z-1>z$ gives $B(z)<1$, and $1-e^{-z}<z$ gives $B(-z)>1$. Hence for $u>0$ the bracket in (\ref{weight}) is positive. For $u<0$ both the bracket and $D/u$ are negative.

Adding a source-free solution to match the end values preserves exactness, because the equations are linear. With $s=1$ mmol/(m$^3$ s), clean ends and ten unequal cells in the purge line, with widths in the ratio 1:2:1:3:1:2:3:1:2:4, ordinary volumes give a largest error of $0.032$ mmol/m$^3$, about $6\%$ of the scale $sL/u=0.5$ mmol/m$^3$. The weights $\omega_i$ reduce it to rounding level.

\section{Why the solution cannot be negative}

Consider the column of the matrix that belongs to an unknown $c_j$. Its diagonal entry is $a_j+b_{j-1}+\ell_j$. The entries in the neighbouring rows are $-a_j$ and $-b_{j-1}$. Away from the ends they sum to $\ell_j\ge0$, because precursor leaving one volume enters the next. The end columns also contain the losses through the boundaries.

Rows behave differently. For an interior row away from the ends, the sum is
\begin{equation}
a_i+b_{i-1}+\ell_i-a_{i-1}-b_i=u_i-u_{i-1}+\ell_i,
\end{equation}
which is negative when the flow decelerates strongly. A positivity argument based on row sums would then fail, but the column structure survives.

Elimination turns that structure into a proof. Let the known end values be $c_0\ge0$ and $c_{n+1}\ge0$. Start from
\begin{equation}
e_1=\ell_1+b_0,\qquad r_1=q_1+a_0c_0,\qquad p_1=a_1+e_1. \label{start}
\end{equation}
The first balance reads $p_1c_1-b_1c_2=r_1$. Suppose that row $i$ has been reduced to $p_ic_i-b_ic_{i+1}=r_i$ with $p_i=a_i+e_i$. Row $i+1$ contains $-a_ic_i$, into which we insert $c_i=(r_i+b_ic_{i+1})/p_i$. Its new diagonal entry is
\begin{equation}
a_{i+1}+\ell_{i+1}+b_i\left(1-\frac{a_i}{p_i}\right)
=a_{i+1}+\ell_{i+1}+b_i\frac{e_i}{p_i},
\end{equation}
because $p_i-a_i=e_i$. Row $i+1$ therefore has the same form, with
\begin{align}
e_{i+1}&=\ell_{i+1}+\frac{b_ie_i}{p_i},&
r_{i+1}&=q_{i+1}+\frac{a_ir_i}{p_i}, \label{forward}\\
p_{i+1}&=a_{i+1}+e_{i+1},&
c_i&=\frac{r_i+b_ic_{i+1}}{p_i}. \label{back}
\end{align}
The last formula is applied from $i=n$ down to $i=1$.

All $a_i$ and $b_i$ are positive, so $e_1>0$, and every $p_i$ is positive. The solution exists and is unique. No step contains a subtraction, so nonnegative sources and end values give nonnegative concentrations at every finite cell Peclet number. If one $q_j$ is positive, (\ref{forward}) makes $r_i>0$ for all $i\ge j$, and back substitution then makes every $c_i$ positive. Hence every entry of the inverse matrix is positive.

This was tested by exact rational inversion of 30 matrices with six unknowns, random flow directions and losses, and $|P|$ up to 74. All entries of the fitted inverses were positive, although 29 of the matrices had a negative row sum. With central fluxes, 26 of the 30 inverses contained a negative entry.

Two extensions use the same formulas. For an outlet at $x_N$ with $u>0$ and zero gradient, the last unknown is $c_N$, its volume is half a cell, and the outgoing flux is $uc_N$. One sets $a_N=u$ and $b_N=0$ in the last step. For an implicit Euler time step $\Delta t$, $V_i/\Delta t$ is added to $\ell_i$ and $V_ic_i^{\rm old}/\Delta t$ to $q_i$. Both additions are nonnegative, so a nonnegative state remains nonnegative for any $\Delta t>0$.

\subsection{Nonnegative does not mean bounded by the end values}

With $q_i=0$, collecting the neighbours on the right of (\ref{balance}) gives
\begin{equation}
(a_{i-1}+b_i+u_i-u_{i-1}+\ell_i)c_i=a_{i-1}c_{i-1}+b_ic_{i+1}.
\end{equation}
If $u_i\ge u_{i-1}$, then $c_i$ cannot exceed the larger of its two neighbours. In a decelerating flow it can, because convection brings in more precursor than it removes.

An extreme case has flow from both ends towards the middle and no loss. Physically, the gas must then leave through the walls while the precursor stays behind, as with a membrane that only the gas can cross. If the leaving gas carried precursor at the local concentration, $\ell_i$ would contain $u_{i-1}-u_i$, and equal end values would give a uniform profile. Here the precursor is retained. With both end values equal to 1 and mirrored Peclet numbers, $c_{i+1}=e^{P_i}c_i$ makes every flux zero and satisfies all balances. For $\sum P_i=45$ up to the middle, the peak is $e^{45}=3.49\times10^{19}$. The numbers below use twelve cells in each half, with $D/h=1$ in every cell and $P_i$ falling in equal steps from 5 to 2.5.

This case also shows why $e_i$ should be stored instead of the diagonal. In the first half $\ell_i=0$, and (\ref{forward}) gives $e_{i+1}<b_ie_i/a_i=e^{-P_i}e_i$. Starting from $e_1=b_0=a_0e^{-P_0}$, the excess falls below $a_0e^{-45}$ at the middle. Double precision resolves about one part in $10^{16}$, so rounding the diagonal entries $a_i+b_{i-1}$ can change them by more than this leakage. The damage is done as soon as the matrix is stored. On this mesh the rounded matrix no longer has a positive inverse, and even exact elimination of it gives a negative peak, about $-1\times10^{18}$. Ordinary elimination without pivoting in double precision returns $-3.7\times10^{18}$. The sign and size of these wrong values are set by rounding: other divisions of the same sum of 45 can give a positive peak that is too small by more than a factor of ten. The excess form returns $3.49\times10^{19}$.

\section{Evaluating the coefficients}

The formula $z/(e^z-1)$ loses digits near $z=0$ and overflows for large positive $z$. With $m=|z|$, both problems are avoided by
\begin{equation}
B(z)=\frac{m}{1-e^{-m}}\,e^{-\max(z,0)},\qquad B(0)=1.
\end{equation}
For $z>0$, multiplying numerator and denominator by $e^z$ restores the definition. For $z<0$ the last factor is 1 and the fraction is $-z/(1-e^z)=B(z)$. The denominator is computed with a library function for $e^y-1$ that remains accurate at small $y$. The finite range of machine numbers remains a limit: a very small coefficient can underflow to zero, and a very high peak can overflow.

\section{A deposition channel: what the fitting does not make exact}

Let the duct now have height $H=5$ mm and one reactive wall, with surface rate coefficient $k_s=0.01$ m/s. The wall removes $k_sc$ per unit area from gas of height $H$, so $k=k_s/H=2$ s$^{-1}$. The ratio $k_sH/D=0.1$ is small, which supports the use of a cross-sectional average. The support is approximate: for uniform velocity, the concentration at the wall is below the average by a fraction of about $k_sH/(3D)$, or $3\%$, and the model neglects this difference. The errors quoted below are relative to the one-dimensional model. The inlet concentration is held at $10$ mmol/m$^3$, and the outlet gradient is zero. Since $kL/u=1$, the reaction time equals the transit time.

Inserting $c\propto e^{\lambda x}$ into (\ref{model}) gives $D\lambda^2-u\lambda-k=0$, and hence
\begin{align}
\lambda_\pm&=\frac{u\pm\sqrt{u^2+4kD}}{2D},\\
c&=A e^{\lambda_+(x-L)}+C e^{\lambda_-x}.
\end{align}
The end conditions are $Ae^{-\lambda_+L}+C=c_{\rm in}$ and $A\lambda_++C\lambda_-e^{\lambda_-L}=0$. They give an outlet concentration of $3.857$ mmol/m$^3$. The wall consumes $62.3\%$ of the precursor flux entering the channel. That flux includes diffusion from the inlet as well as $uc_{\rm in}$.

The flux now varies inside each cell, so the premise behind nodal exactness is gone. Ten cells ($P=4$) give $4.051$ mmol/m$^3$ at the outlet, $5\%$ above the analytic value. Forty cells ($P=1$) give $3.872$, an error of $0.4\%$.

On equal cells, (\ref{dstar}) turns the interior balance, divided by $h$, into
\begin{equation}
u\frac{c_{i+1}-c_{i-1}}{2h}-D^*\frac{c_{i+1}-2c_i+c_{i-1}}{h^2}+kc_i=0.
\end{equation}
For smooth $c$ the two difference quotients have errors of order $h^2$. At small $P$, $D^*-D\simeq u^2h^2/(12D)$ is of the same order. Halving $h$ should then divide the error by four; from 160 to 320 cells the measured factor is $3.997$.

At large $P$ with $u>0$, $a\to u$ and $b\to0$. With $g=kh/u$, each full volume divides the concentration by $1+g$, and the half volume at the outlet divides it by $1+g/2$. Thus
\begin{align}
\ln\frac{c_N}{c_{\rm in}}&=-(N-1)\ln(1+g)-\ln\left(1+\frac g2\right)\nonumber\\
&\simeq-Ng+\frac g2(1+Ng),
\end{align}
where terms of order $g^2$ are dropped at fixed $Ng=kL/u$. The convective limit of the differential equation is $-kL/u=-Ng$. The relative outlet error is therefore about $(g/2)(1+kL/u)$, which is first order in $h$. With $D$ lowered to $10^{-7}$ m$^2$/s purely as a numerical check, so that $P=10^4$ at 20 cells, halving $h$ divides the largest error by $1.99$.

A positive profile is thus no evidence of an accurate one when reactions are present. The mesh must also resolve the decay length $1/|\lambda_-|$, which is close to $u/k$ in this channel because $kD/u^2$ is small. Second-order convergence appears once both $P$ and $|\lambda_-|h$ are small. The computed errors and mesh comparisons are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
Flux law: largest end-point mismatch of ODE integration = 1.0e-09
Random matrices tested = 30, unknowns in each = 6
Largest |P| among them = 74.1
Fitted matrices with a negative row sum = 29
Central matrices with a negative inverse entry = 26
Excess solver, largest relative error = 3.7e-16
Zoned duct, largest nodal error (end values 1 and 0.2) = 2.7e-15
Purge line: L = 0.1 m, u = 0.2 m/s, D = 5.0e-04 m^2/s, cells = 10
Downstream concentration = 1.0 mmol/m^3
Line Peclet number = 40.0, cell Peclet number = 4.0
Face coefficients a = 0.203731 m/s, b = 0.003731 m/s
Central-form diffusivity ratio D*/D = 2.0746
x = 0.05 m, analytic c = 2.06115e-09 mmol/m^3
   fitted  2.06115e-09 mmol/m^3
   central -4.13223e-03 mmol/m^3
   upwind  3.19898e-04 mmol/m^3
x = 0.08 m, analytic c = 3.35463e-04 mmol/m^3
   fitted  3.35463e-04 mmol/m^3
   central 1.11096e-01 mmol/m^3
   upwind  3.99999e-02 mmol/m^3
x = 0.09 m, analytic c = 1.83156e-02 mmol/m^3
   fitted  1.83156e-02 mmol/m^3
   central -3.33356e-01 mmol/m^3
   upwind  2.00000e-01 mmol/m^3
Fitted profile, largest relative nodal error = 7.1e-15
Backstreaming flux, fitted = -8.49671e-19 mmol/(m^2 s)
Backstreaming flux, analytic = -8.49671e-19 mmol/(m^2 s)
Constant source = 1.0 mmol/(m^3 s), largest nodal errors in mmol/m^3:
   uniform mesh 1.1e-16
   nonuniform mesh, ordinary volumes 3.234e-02
   nonuniform mesh, adapted weights 1.7e-16
Converging flow, sum of P to the middle = 45.00
   analytic peak (end values 1) = 3.49343e+19
   excess elimination = 3.49343e+19
   ordinary elimination = -3.70606e+18
Channel: k_s = 0.01 m/s, height = 0.005 m, inlet c = 10.0 mmol/m^3
Loss rate k = 2.00 1/s, k L/u = 1.00, k_s H/D = 0.10
Analytic outlet c = 3.85724 mmol/m^3, consumed = 0.62347
10 cells, P = 4.000: outlet c = 4.05116 mmol/m^3, consumed = 0.61480, max error = 1.94e-01 mmol/m^3
40 cells, P = 1.000: outlet c = 3.87229 mmol/m^3, consumed = 0.62277, max error = 1.51e-02 mmol/m^3
160 cells, P = 0.250: outlet c = 3.85820 mmol/m^3, consumed = 0.62342, max error = 9.57e-04 mmol/m^3
320 cells, P = 0.125: outlet c = 3.85748 mmol/m^3, consumed = 0.62345, max error = 2.39e-04 mmol/m^3
Error ratio on halving h, small P (160 to 320 cells) = 3.997
Large-P test: D = 1e-07 m^2/s, P = 10000 at 20 cells
Error ratio on halving h, large P (20 to 40 cells) = 1.990
\end{verbatim}
